# Bohr Straggling from Independent Collisions with Free Electrons: a numerical check

```python
# Result under test: a fast bare ion (charge Z, speed v) crossing thickness x of
# free, independently placed electrons (density n) has energy-loss variance
#     Omega^2 = 4 pi Z^2 n x (1 - Tmin/Tmax),  Tmax = 2 v^2   (atomic units),
# so it is linear in x and independent of v when Tmin/Tmax is small.
# T: energy given to one electron; b: impact parameter; xi = 2 pi Z^2 n x / v^2;
# kappa = xi/Tmax; I: mean excitation energy; Tmin = I^2/Tmax.
# Numerical example: eV and angstrom.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.stats import norm

rng = np.random.default_rng(12345)
gl_x, gl_w = np.polynomial.legendre.leggauss(20)


def unit_panels(count):
    """Composite Gauss nodes and weights on the interval 0 to 1."""
    nodes = (np.arange(count)[:, None] + (gl_x + 1) / 2) / count
    return nodes.ravel(), np.tile(gl_w / (2 * count), count)


# ---- Coulomb trajectories: energy transfer and its second moment -------------
def trajectory_transfer(b, v, Z):
    """Final laboratory energy of an electron first at rest, from the orbit."""
    far = 2e4 * Z / v**2

    def motion(t, s):
        r3 = np.hypot(s[0], s[1])**3
        return [s[2], s[3], -Z * s[0] / r3, -Z * s[1] / r3]

    end = solve_ivp(motion, (0, 2 * far / v), [far, b, -v, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12).y[:, -1]
    return ((end[2] + v)**2 + end[3]**2) / 2


x6, w6 = np.polynomial.legendre.leggauss(6)
theta, theta_w = (x6 + 1) * np.pi / 4, w6 * np.pi / 4
orbit_results = []
for Z, v in ((1.0, 1.0), (1.0, 3.0), (2.0, 3.0)):
    b_nodes = Z / v**2 * np.tan(theta)
    T_orbit = np.array([trajectory_transfer(b, v, Z) for b in b_nodes])
    T_formula = 2 * v**2 / (1 + (b_nodes * v**2 / Z)**2)
    # tolerance: orbits start and end at a finite distance
    assert np.allclose(T_orbit, T_formula, rtol=2e-3)
    db = Z / v**2 / np.cos(theta)**2 * theta_w
    second = np.sum(2 * np.pi * b_nodes * T_orbit**2 * db)
    assert abs(second / (4 * np.pi * Z**2) - 1) < 2e-3
    orbit_results.append((Z, v, second))

# ---- Randomly placed electrons: Poisson variance and growth with depth -------
# Lengths in Z/v^2, energies in Tmax; collisions counted for b < 5.
side, electrons, cut = 50.0, 2000, 5.0
full, half, counts = [], [], []
for _ in range(20):
    r = rng.random((3, 1000, electrons))
    b2 = ((r[0] - 0.5)**2 + (r[1] - 0.5)**2) * side**2
    hit = b2 < cut**2
    foil = np.nonzero(hit)[0]
    T_hit = 1 / (1 + b2[hit])
    full.append(np.bincount(foil, T_hit, minlength=1000))
    half.append(np.bincount(foil, T_hit * (r[2][hit] < 0.5), minlength=1000))
    counts.append(hit.sum(axis=1))
full, half, counts = map(np.concatenate, (full, half, counts))
poisson_formula = np.pi * electrons / side**2 * (1 - 1 / (1 + cut**2))
# tolerances: sampling noise near 1 percent, finite box near 1.4 percent
assert abs(full.var() / poisson_formula - 1) < 0.05
assert abs(half.var() / full.var() - 0.5) < 0.03
assert abs(counts.var() / counts.mean() - 1) < 0.08
fixed_number = 63
fixed = (1 / (1 + cut**2 * rng.random((20000, fixed_number)))).sum(axis=1)
mean_T = np.log(1 + cut**2) / cut**2
fixed_formula = fixed_number * (1 / (1 + cut**2) - mean_T**2)
assert abs(fixed.var() / fixed_formula - 1) < 0.05
assert fixed.var() < 0.7 * full.var()

# ---- Bound electrons: hydrogenic 1s shell in the first Born approximation ----
# Scaled by the shell charge: W = energy transfer in Ry, Q = (momentum)^2,
# V = (ion speed)^2. f = generalized oscillator strength.
n_level = np.arange(2, 301)[:, None]
W_level = 1 - 1 / n_level**2
inner_x, inner_w = unit_panels(15)


def strength_common(Q, W):
    return 128 * W * (Q + W / 3) / ((Q - W)**2 + 4 * Q)**3


def strength_bound(Q):
    ratio = ((1 - 1 / n_level)**2 + Q) / ((1 + 1 / n_level)**2 + Q)
    return 2 / n_level**3 * strength_common(Q, W_level) * ratio**n_level


def continuum_sum(Q, W_top, weight):
    """Integral of weight(W) f(Q,W) over W from 1 to W_top, for each Q."""
    Q = Q[:, None]
    width = 2 * np.sqrt(Q)
    low = np.arcsinh((1 - Q) / width)
    span = np.arcsinh((W_top[:, None] - Q) / width) - low
    s = low + span * inner_x
    W = Q + width * np.sinh(s)
    k = np.sqrt(np.maximum(W - 1, 1e-12))
    f = strength_common(Q, W) * np.exp(-2 / k * np.arctan2(2 * k, Q - W + 2))
    f = f / (1 - np.exp(-2 * np.pi / k))
    return np.sum(weight(W) * f * width * np.cosh(s) * span * inner_w, axis=1)


def born_moment(V, power):
    """Integral of W^power f over W and ln Q, with Q above W^2/(4V)."""
    total = 0.0
    edge = np.log(4 * V)
    for start, stop, panels in ((-edge, edge, 100), (edge, edge + 5, 30)):
        u, w = unit_panels(panels)
        Q = np.exp(start + (stop - start) * u)
        inner = continuum_sum(Q, 2 * np.sqrt(V * Q), lambda W: W**power)
        total += np.sum(inner * w) * (stop - start)
    u, w = unit_panels(20)
    start = np.log(W_level**2 / (4 * V))
    span = np.log(1e4) - start
    f = strength_bound(np.exp(start + span * u))
    return total + np.sum(W_level**power * f * w * span)


def shell_ratio(V):
    """Straggling of one 1s electron divided by the free-electron value."""
    return born_moment(V, 1) / (4 * V)


Q_test = np.array([0.01, 1.0, 30.0])
wide = np.full(3, 1e6)
sum_rule = continuum_sum(Q_test, wide, lambda W: W)
sum_rule = sum_rule + np.sum(W_level * strength_bound(Q_test), axis=0)
assert np.allclose(sum_rule, Q_test + 4 / 3, rtol=1e-3)
Q_zero = np.array([1e-6])
log_I = continuum_sum(Q_zero, np.array([1e6]), np.log)[0]
log_I += np.sum(np.log(W_level) * strength_bound(Q_zero))
V_low, V_high = 300.0, 3000.0
ratio_low, ratio_high = shell_ratio(V_low), shell_ratio(V_high)
bethe_born = born_moment(V_high, 0) / 2
bethe_formula = np.log(4 * V_high) - log_I
assert abs(bethe_born - bethe_formula) < 0.01
assert abs(ratio_high - 1) < 0.01
log_growth = V_high * (ratio_high - 1) - V_low * (ratio_low - 1)
log_expected = 2 / 3 * np.log(V_high / V_low)
# tolerance: terms falling as a power of V remain at the lower speed
assert abs(log_growth - log_expected) < 0.06

# ---- Worked example: protons in a polymer-like layer -------------------------
hartree = const.physical_constants["Hartree energy in eV"][0]
mass_ratio = const.m_p / const.m_e
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10        # eV angstrom
energy, thickness, density, I_mean = 3e6, 5e4, 0.4, 70.0
bohr_rate = 4 * np.pi * e2**2 * density                    # eV^2 per angstrom
bohr_omega = np.sqrt(bohr_rate * thickness)


def layer(E):
    """Tmax, Tmin, xi, speed squared (a.u.) for proton energy E in eV."""
    T_max = 4 * E / mass_ratio
    xi = 2 * np.pi * e2**2 * density * thickness / (T_max / 2)
    return T_max, I_mean**2 / T_max, xi, T_max / 2 / hartree


def collision_moment(E, power, lower=None):
    T_max, T_min, xi, _ = layer(E)
    lower = T_min if lower is None else lower
    return quad(lambda y: xi * np.exp((power - 1) * y),
                np.log(lower), np.log(T_max), epsabs=0, epsrel=1e-10)[0]


def binding_factor(v2):
    """Carbon-like atom: 2 inner and 4 outer electrons, 1s-type shells."""
    return (2 * shell_ratio(v2 / 5.7**2) + 4 * shell_ratio(v2 / 1.625**2)) / 6


T_max, T_min, xi, v2 = layer(energy)
kappa = xi / T_max
mean_loss = collision_moment(energy, 1)
omega = np.sqrt(collision_moment(energy, 2))
assert abs(mean_loss / (2 * xi * np.log(T_max / I_mean)) - 1) < 1e-6
assert abs(omega / bohr_omega - 1) < 1e-3
hard_variance = collision_moment(energy, 2, T_max / 10) / omega**2
hard_mean = collision_moment(energy, 1, T_max / 10) / mean_loss
hard_number = collision_moment(energy, 0, T_max / 10)
rows = []
for E in (1e6, 3e6, 1e7):
    om = np.sqrt(collision_moment(E, 2))
    rows.append((E, layer(E)[0], layer(E)[2], om, binding_factor(layer(E)[3])))
omegas = np.array([row[3] for row in rows])
assert np.ptp(omegas) / omegas.mean() < 1e-3

# Full loss distribution about its mean, by Fourier inversion
u, w = unit_panels(15)
T = T_min + (T_max - T_min) * u
k = np.linspace(0, 25 / xi, 800)
kT = k[:, None] * T
exponent = ((np.exp(1j * kT) - 1 - 1j * kT) / T**2) @ (w * (T_max - T_min)) * xi
phi = np.exp(exponent)
phi[[0, -1]] *= 0.5
dev = np.linspace(-6 * omega, 14 * omega, 4001)
step = dev[1] - dev[0]
pdf = (np.exp(-1j * np.outer(dev, k)) @ phi).real * (k[1] - k[0]) / np.pi
area = pdf.sum() * step
centre = (pdf * dev).sum() * step
var_pdf = (pdf * dev**2).sum() * step
skew_pdf = (pdf * dev**3).sum() * step / var_pdf**1.5
skew_formula = 1 / (2 * np.sqrt(kappa))
assert abs(area - 1) < 1e-4 and abs(centre) < 1e-3 * omega
assert abs(var_pdf / omega**2 - 1) < 1e-3
assert abs(skew_pdf / skew_formula - 1) < 5e-3
peak_shift = dev[np.argmax(pdf)]
above = dev[pdf > pdf.max() / 2]
fwhm = above[-1] - above[0]
gauss_fwhm = 2 * np.sqrt(2 * np.log(2)) * omega
tail = pdf[dev > 3 * omega].sum() * step

# ---- Sizes of neglected effects ----------------------------------------------
def stopping(E):
    tm = 4 * E / mass_ratio
    return 2 * bohr_rate / tm * np.log(tm / I_mean)


def slowing(x, s):
    slope = (stopping(s[0] * 1.0001) - stopping(s[0] * 0.9999)) / (2e-4 * s[0])
    return [-stopping(s[0]), bohr_rate - 2 * slope * s[1]]


E_out, var_out = solve_ivp(slowing, (0, thickness), [energy, 0.0],
                           rtol=1e-9, atol=1e-3).y[:, -1]
var_closed = stopping(E_out)**2 * quad(
    lambda E: bohr_rate / stopping(E)**3, E_out, energy, epsabs=0)[0]
assert abs(var_out / var_closed - 1) < 1e-5
slowing_change = var_out / bohr_omega**2 - 1

beta2 = 2 * energy * const.e / (const.m_p * const.c**2)
T_rel = T_max / (1 - beta2)
rel_change = quad(lambda t: 1 - beta2 * t / T_rel, 0, T_rel)[0] / T_max - 1
assert abs(rel_change + 1 - (1 - beta2 / 2) / (1 - beta2)) < 1e-9
recoil_change = (mass_ratio / (1 + mass_ratio))**2 - 1

# Clustering: each atom is a disc with 6 electrons that are hit together
atom_Z, atom_radius = 6, 0.7
hits = rng.poisson(50, 100000)
cluster_sample = rng.gamma(atom_Z * hits).var()    # unit exponential transfers
cluster_formula = 50 * (atom_Z * 2 + atom_Z * (atom_Z - 1))
assert abs(cluster_sample / cluster_formula - 1) < 0.03
electron_stop = stopping(energy) / density         # eV angstrom^2
cluster_change = (density / atom_Z * atom_Z * (atom_Z - 1) * electron_stop**2
                  / (np.pi * atom_radius**2) / bohr_rate)

# Nuclear collisions with carbon-like nuclei (mass 12 protons, roughly)
nuc_mass = 12.0
nuc_Tmax = 4 * nuc_mass / (1 + nuc_mass)**2 * energy
nuc_xi = (2 * np.pi * e2**2 * atom_Z**2 * density / atom_Z * thickness
          / (2 * energy * nuc_mass))
nuc_change = nuc_xi * nuc_Tmax / bohr_omega**2
nuc_number = nuc_xi * (1 / omega - 1 / nuc_Tmax)

# ---- Output -------------------------------------------------------------------
for Z, v, second in orbit_results:
    print(f"orbits Z={Z:.0f} v={v:.0f}: integral T^2 dsigma = {second:.4f} a.u., "
          f"4 pi Z^2 = {4*np.pi*Z**2:.4f} a.u.")
print(f"random electrons: mean collision number = {counts.mean():.2f}")
print(f"random electrons: variance = {full.var():.3f} Tmax^2, "
      f"formula {poisson_formula:.3f}")
print(f"variance at half depth / full depth = {half.var()/full.var():.3f}")
print(f"fixed number {fixed_number}: variance = {fixed.var():.3f} Tmax^2, "
      f"formula {fixed_formula:.3f}")
print(f"1s shell, V={V_low:.0f}: Born/free variance = {ratio_low:.5f}")
print(f"1s shell, V={V_high:.0f}: Born/free variance = {ratio_high:.5f}")
print(f"growth of V*(ratio-1) = {log_growth:.3f}, "
      f"logarithm predicts {log_expected:.3f}")
print(f"Bethe logarithm: Born {bethe_born:.4f}, formula {bethe_formula:.4f}")
print(f"proton energy = {energy:.0f} eV")
print(f"thickness = {thickness:.0f} angstrom = {thickness*1e-4:.1f} um")
print(f"electron density = {density:.2f} per angstrom^3")
print(f"mean excitation energy I = {I_mean:.0f} eV")
print(f"e^2/(4 pi eps0) = {e2:.4f} eV angstrom")
print(f"ion speed = {np.sqrt(v2):.2f} a.u.")
print(f"Tmax = {T_max:.1f} eV")
print(f"Tmin = {T_min:.3f} eV, Tmin/Tmax = {T_min/T_max:.2e}")
print(f"xi = {xi:.1f} eV, kappa = {kappa:.3f}")
print(f"mean loss = {mean_loss:.0f} eV = {mean_loss/1e3:.1f} keV")
print(f"mean loss / proton energy = {mean_loss/energy:.4f}")
print(f"Bohr variance per length = {bohr_rate:.1f} eV^2/angstrom")
print(f"Bohr straggling Omega = {bohr_omega:.1f} eV = {bohr_omega/1e3:.2f} keV")
print(f"Omega with Tmin kept = {omega:.1f} eV")
print(f"collisions above Tmax/10: number {hard_number:.2f} per ion, "
      f"share of variance {hard_variance:.3f}, of mean {hard_mean:.3f}")
print(f"skewness: distribution {skew_pdf:.4f}, formula {skew_formula:.4f}")
print(f"most probable loss minus mean = {peak_shift:.0f} eV")
print(f"full width at half maximum = {fwhm:.0f} eV, Gaussian {gauss_fwhm:.0f} eV")
print(f"probability above mean + 3 Omega = {tail:.5f}, "
      f"Gaussian {norm.sf(3):.5f}")
for E, tm, x_i, om, factor in rows:
    print(f"E={E:.0f} eV: Tmax={tm:.1f} eV, xi={x_i:.1f} eV, "
          f"Omega={om:.1f} eV, binding factor on variance={factor:.3f}")
print(f"clustering (disc radius {atom_radius} angstrom): "
      f"variance change {100*cluster_change:+.2f} %")
print(f"slowing down: variance change {100*slowing_change:+.2f} %")
print(f"relativity: variance change {100*rel_change:+.2f} %")
print(f"ion recoil: variance change {100*recoil_change:+.2f} %")
print(f"nuclear collisions, all angles: variance change {100*nuc_change:+.2f} %")
print(f"nuclear collisions losing more than Omega: {nuc_number:.2e} per ion")
print("finished without a failed check")
```

Printed output:

```
orbits Z=1 v=1: integral T^2 dsigma = 12.5676 a.u., 4 pi Z^2 = 12.5664 a.u.
orbits Z=1 v=3: integral T^2 dsigma = 12.5676 a.u., 4 pi Z^2 = 12.5664 a.u.
orbits Z=2 v=3: integral T^2 dsigma = 50.2705 a.u., 4 pi Z^2 = 50.2655 a.u.
random electrons: mean collision number = 62.79
random electrons: variance = 2.404 Tmax^2, formula 2.417
variance at half depth / full depth = 0.501
fixed number 63: variance = 1.382 Tmax^2, formula 1.353
1s shell, V=300: Born/free variance = 1.01110
1s shell, V=3000: Born/free variance = 1.00163
growth of V*(ratio-1) = 1.548, logarithm predicts 1.535
Bethe logarithm: Born 9.2953, formula 9.2957
proton energy = 3000000 eV
thickness = 50000 angstrom = 5.0 um
electron density = 0.40 per angstrom^3
mean excitation energy I = 70 eV
e^2/(4 pi eps0) = 14.3996 eV angstrom
ion speed = 10.96 a.u.
Tmax = 6535.4 eV
Tmin = 0.750 eV, Tmin/Tmax = 1.15e-04
xi = 7973.9 eV, kappa = 1.220
mean loss = 72347 eV = 72.3 keV
mean loss / proton energy = 0.0241
Bohr variance per length = 1042.3 eV^2/angstrom
Bohr straggling Omega = 7218.9 eV = 7.22 keV
Omega with Tmin kept = 7218.5 eV
collisions above Tmax/10: number 10.98 per ion, share of variance 0.900, of mean 0.254
skewness: distribution 0.4527, formula 0.4527
most probable loss minus mean = -1660 eV
full width at half maximum = 16675 eV, Gaussian 16998 eV
probability above mean + 3 Omega = 0.00484, Gaussian 0.00135
E=1000000 eV: Tmax=2178.5 eV, xi=23921.7 eV, Omega=7215.2 eV, binding factor on variance=0.974
E=3000000 eV: Tmax=6535.4 eV, xi=7973.9 eV, Omega=7218.5 eV, binding factor on variance=1.042
E=10000000 eV: Tmax=21784.7 eV, xi=2392.2 eV, Omega=7218.9 eV, binding factor on variance=1.040
clustering (disc radius 0.7 angstrom): variance change +1.63 %
slowing down: variance change +1.96 %
relativity: variance change +0.32 %
ion recoil: variance change -0.11 %
nuclear collisions, all angles: variance change +3.55 %
nuclear collisions losing more than Omega: 2.98e-04 per ion
finished without a failed check
```
